\section*{A kinetic-energy lower bound from the electron density and paramagnetic current, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The claim and the objects in it}

\noindent\textit{Q.} I am told that the kinetic energy of any system of electrons is at least the von Weizs\"acker energy plus the integral of $j_p^2/(2n)$, that one orbital makes this an equality, and that $\tau-j_p^2/(2n)$ does not depend on the gauge. Before any proof I want definitions. In a magnetic field there is more than one current and more than one kinetic energy. Which ones are meant?

\medskip\noindent\textit{A.} The algebra is in atomic units, $\hbar=m=e=1$. The electron has charge $-1$, so in a vector potential $\mathbf A(\mathbf r)$ the one-electron Hamiltonian begins with $\tfrac12(-i\nabla+\mathbf A)^2$. The theory is nonrelativistic. Take first a state described by spin orbitals $\psi_i(\mathbf r,\sigma)$ with occupations $f_i\ge0$: a Kohn--Sham or Hartree--Fock determinant, or an ensemble of them. Each spin orbital has two spatial components, $\sigma=\uparrow,\downarrow$. Let one index $a=(i,\sigma)$ label all these spatial functions, $\phi_a(\mathbf r)=\psi_i(\mathbf r,\sigma)$, with $f_a=f_i$. Functions with $f_a=0$ are left out. The three spin-summed densities are
\begin{align}
n&=\sum_a f_a|\phi_a|^2, \label{eq:n}\\
\mathbf j_p&=\sum_a f_a\,\mathrm{Im}\,(\phi_a^*\nabla\phi_a), \label{eq:j}\\
\tau&=\tfrac12\sum_a f_a|\nabla\phi_a|^2, \label{eq:tau}
\end{align}
where for a complex vector $|\mathbf u|^2=\sum_\mu|u_\mu|^2$, summed over the Cartesian components $\mu$. The vector $\mathbf j_p$ is the paramagnetic particle current density: it contains no $\mathbf A$. A plane wave $e^{i\mathbf q\cdot\mathbf r}$ gives $\phi^*\nabla\phi=i\mathbf q|\phi|^2$ and so $\mathbf j_p=n\mathbf q$, which fixes the sign. The kinetic energy is the canonical one, $T=\int\tau\,d^3r$, the expectation value of $\sum\mathbf p^2/2$ with $\mathbf p=-i\nabla$. This is the quantity that enters the universal functional of current-density functional theory. The von Weizs\"acker density and energy are
\begin{equation}
\tau_W=\frac{|\nabla n|^2}{8n},\qquad T_W=\int\tau_W\,d^3r .
\end{equation}
The orbitals are assumed locally Lipschitz continuous (bounded difference quotients, as at a nuclear cusp, so that the pointwise gradient carries the whole kinetic energy), continuously differentiable outside a closed set of zero volume (for atoms and molecules, the nuclei), and such that $T$ is finite. If there are infinitely many, the sums are assumed to converge well enough to be differentiated term by term.

\medskip\noindent\textit{Q.} The expectation value of $\mathbf p^2/2$ is written with a Laplacian. Why is the integral of (\ref{eq:tau}) the same number?

\medskip\noindent\textit{A.} Differentiate $|\phi|^2=\phi^*\phi$ twice with the product rule:
\begin{equation}
\nabla^2|\phi|^2=\phi\nabla^2\phi^*+2\nabla\phi^*\cdot\nabla\phi+\phi^*\nabla^2\phi
=2\,\mathrm{Re}(\phi^*\nabla^2\phi)+2|\nabla\phi|^2 .
\end{equation}
Multiply by $f_a/4$, sum over $a$, and define the Laplacian form $\tau_L=-\tfrac12\sum_af_a\,\mathrm{Re}(\phi_a^*\nabla^2\phi_a)$. Then $\nabla^2n/4=-\tau_L+\tau$, that is
\begin{equation}
\tau_L=\tau-\tfrac14\nabla^2 n. \label{eq:tauL}
\end{equation}
By the divergence theorem $\int\nabla^2n\,d^3r$ is the flux of $\nabla n$ through the boundary. For a bound system the flux through a distant sphere vanishes. The flux through a small sphere of radius $r$ around a nucleus is at most $4\pi r^2$ times the largest $|\nabla n|$, which stays bounded at a cusp, so it vanishes as $r\to0$. Hence $\int\tau_L=\int\tau=T$ for orbitals that are twice continuously differentiable away from the nuclei. A kink on a surface where $\phi\ne0$ makes $\nabla n$ jump and adds a flux of its own: for the normalized $\phi=e^{-|x|}$ on a line, $\phi''=\phi$ off $x=0$, so $\tau_L=-\phi^2/2$ integrates there to $-\tfrac12$, while $\int\tau=+\tfrac12$. The two densities differ point by point, and that difference decides which of them obeys a local bound.

\section{The inequality}

\noindent\textit{Q.} The gradient of the density and the current look like unrelated things. Why should their squares appear side by side?

\medskip\noindent\textit{A.} They are the real and imaginary parts of one complex vector,
\begin{equation}
\mathbf w=\sum_af_a\,\phi_a^*\nabla\phi_a .
\end{equation}
The product rule gives $\nabla|\phi|^2=\phi^*\nabla\phi+\phi\nabla\phi^*=2\,\mathrm{Re}(\phi^*\nabla\phi)$, because the second term is the complex conjugate of the first. So $\mathrm{Re}\,\mathbf w=\nabla n/2$, while $\mathrm{Im}\,\mathbf w=\mathbf j_p$ is the definition (\ref{eq:j}). For each Cartesian component $|w_\mu|^2=(\mathrm{Re}\,w_\mu)^2+(\mathrm{Im}\,w_\mu)^2$, and summing over $\mu$,
\begin{equation}
\mathbf w=\tfrac12\nabla n+i\,\mathbf j_p,\qquad
|\mathbf w|^2=\tfrac14|\nabla n|^2+j_p^2 .
\end{equation}
At a point where $n>0$, division by $2n$ gives
\begin{equation}
\frac{|\mathbf w|^2}{2n}=\tau_W+\frac{j_p^2}{2n}. \label{eq:w2}
\end{equation}
The claimed local bound is therefore the statement $|\mathbf w|^2\le 2n\tau$.

\medskip\noindent\textit{Q.} That has the look of the Cauchy--Schwarz inequality. But I want to know when it is sharp, and an inequality quoted by name does not tell me what was thrown away.

\medskip\noindent\textit{A.} What is thrown away can be written down exactly. Fix a point and a component $\mu$, and abbreviate $d_a=\partial_\mu\phi_a$. For a pair $a,b$, expand with $|x-y|^2=|x|^2+|y|^2-2\,\mathrm{Re}(x^*y)$:
\begin{equation}
|\phi_ad_b-\phi_bd_a|^2=|\phi_a|^2|d_b|^2+|\phi_b|^2|d_a|^2
-2\,\mathrm{Re}\big[\phi_a^*d_b^*\,\phi_bd_a\big].
\end{equation}
In the last term regroup the factors by their index: $\phi_a^*d_b^*\phi_bd_a=(\phi_a^*d_a)(\phi_b^*d_b)^*$. Multiply by $f_af_b$ and sum over all $a$ and $b$ independently. The first term factorizes into $n\sum_bf_b|d_b|^2$. The second is the same with the dummy indices exchanged. The third factorizes into $-2\,\mathrm{Re}(w_\mu w_\mu^*)=-2|w_\mu|^2$. So
\begin{equation}
\sum_{a,b}f_af_b|\phi_ad_b-\phi_bd_a|^2=2n\sum_bf_b|\partial_\mu\phi_b|^2-2|w_\mu|^2 .
\end{equation}
Sum over $\mu$ and use $\sum_bf_b|\nabla\phi_b|^2=2\tau$:
\begin{equation}
\sum_{a,b}f_af_b|\phi_a\nabla\phi_b-\phi_b\nabla\phi_a|^2=4n\tau-2|\mathbf w|^2 .
\end{equation}
This is the Lagrange identity. Divide by $4n$ and insert (\ref{eq:w2}):
\begin{equation}
R\equiv\tau-\tau_W-\frac{j_p^2}{2n}
=\frac1{4n}\sum_{a,b}f_af_b\,|\phi_a\nabla\phi_b-\phi_b\nabla\phi_a|^2 . \label{eq:R}
\end{equation}
The terms with $a=b$ vanish and the terms $ab$ and $ba$ are equal, so the right side is also $1/(2n)$ times the sum over distinct pairs. Each term is nonnegative because $f_af_b\ge0$. Therefore, wherever $n>0$ and the orbitals are differentiable,
\begin{equation}
\tau\ \ge\ \frac{|\nabla n|^2}{8n}+\frac{j_p^2}{2n}. \label{eq:local}
\end{equation}
No equation of motion was used, and no orthogonality or normalization. The only property of the state that entered is $f_a\ge0$.

\medskip\noindent\textit{Q.} You divide by $n$. At a node both terms on the right are $0/0$, and next to a node they might blow up and ruin the integral.

\medskip\noindent\textit{A.} They cannot blow up faster than $\tau$. Both terms on the right of (\ref{eq:local}) are nonnegative and their sum is at most $\tau$, so each lies between $0$ and $\tau$, and each is integrable when $T$ is finite. Define both integrands to be zero where $n=0$. Since $\tau\ge0$ there too,
\begin{equation}
T\ \ge\ \int_{n>0}\tau\,d^3r\ \ge\ T_W+\int\frac{j_p^2}{2n}\,d^3r . \label{eq:global}
\end{equation}
The exceptional set where derivatives fail has zero volume and does not affect the integrals. A simple node shows the terms staying finite. Near the axis a $p_{+1}$ orbital is $\phi=g\,(x+iy)$ with $g$ locally constant. Then $\nabla\phi=g(1,i,0)$ and $\tau=\tfrac12|g|^2(1+1)=|g|^2$. With $\rho^2=x^2+y^2$, $n=|g|^2\rho^2$, $|\nabla n|=2|g|^2\rho$ and $\tau_W=4|g|^4\rho^2/(8|g|^2\rho^2)=|g|^2/2$. Also $\phi^*\nabla\phi=|g|^2(x-iy)(1,i,0)$, whose imaginary part is $|g|^2(-y,x,0)$, so $j_p^2/(2n)=|g|^4\rho^2/(2|g|^2\rho^2)=|g|^2/2$. The two halves add up to $\tau$ as the axis is approached.

\medskip\noindent\textit{Q.} For the inequality you may drop the set $n=0$. For an equality you may not: in your own example $\tau$ is nonzero on the axis, where you have set the right side to zero.

\medskip\noindent\textit{A.} The set $n=0$ contributes nothing to $T$. On it every $\phi_a$ vanishes, since (\ref{eq:n}) is a sum of nonnegative terms. Consider the points where $\phi_a=0$ but $\nabla\phi_a\ne0$. At such a point the gradient of $\mathrm{Re}\,\phi_a$ or of $\mathrm{Im}\,\phi_a$ is nonzero, say the first. By the implicit function theorem the equation $\mathrm{Re}\,\phi_a=0$ defines, in a small ball, a differentiable surface, which has zero volume, and the zeros of $\phi_a$ in that ball lie on it. Countably many such balls cover all the points in question, and there are countably many $a$, so these points together have zero volume. At all other points of the set $n=0$ every gradient vanishes and $\tau=0$. Hence $\int_{n=0}\tau=0$, and (\ref{eq:global}) sharpens to an identity,
\begin{equation}
T=T_W+\int\frac{j_p^2}{2n}\,d^3r+\int R\,d^3r,\qquad R\ge0. \label{eq:split}
\end{equation}

\medskip\noindent\textit{Q.} If $\tau$ and $\tau_L$ have the same integral, why not state the local bound for $\tau_L$?

\medskip\noindent\textit{A.} Because it is false for $\tau_L$. From (\ref{eq:tauL}) and (\ref{eq:R}),
\begin{equation}
\tau_L-\tau_W-\frac{j_p^2}{2n}=R-\tfrac14\nabla^2n ,
\end{equation}
which is negative wherever $\nabla^2n>4R$. One real orbital $\phi\propto e^{-\kappa r}$ is enough. There are no pairs, so $R=0$. With $n\propto e^{-2\kappa r}$, $\nabla^2n=n''+2n'/r=(4\kappa^2-4\kappa/r)\,n$, which is positive for $r>1/\kappa$. The bound fails for $\tau_L$ throughout that tail. The integrated statement (\ref{eq:global}) is unaffected, since it concerns $T$ alone.

\section{Interacting electrons}

\noindent\textit{Q.} So far this is a theorem about orbitals. The true wave function of interacting electrons is not a determinant.

\medskip\noindent\textit{A.} The same steps apply with an integral in place of the sum. Let $\Psi(\mathbf r_1\sigma_1,\dots,\mathbf r_N\sigma_N)$ be normalized and antisymmetric. Write $\mathbf r=\mathbf r_1$, collect all other variables, including $\sigma_1$, into $y$, and let $\int dy$ mean integration over $\mathbf r_2\dots\mathbf r_N$ and summation over all spins. Antisymmetry makes the $N$ electrons contribute equally to any one-body quantity, so
\begin{equation}
n=N\!\int\!dy\,|\Psi|^2,\quad
\mathbf w=N\!\int\!dy\,\Psi^*\nabla_1\Psi,\quad
\tau=\frac N2\!\int\!dy\,|\nabla_1\Psi|^2 .
\end{equation}
These have the form of the orbital expressions with $a\to y$, $\sum_af_a\to N\int dy$ and $\phi_a(\mathbf r)\to\Psi(\mathbf r,y)$. Differentiation under the integral is assumed allowed; the electron--electron cusps lie on a set of zero measure. The expansion that led to (\ref{eq:R}) used only the factorization of a double sum, which holds equally for a double integral whose factors are finite. So
\begin{equation}
R=\frac{N^2}{4n}\int\!dy\,dy'\,\big|\Psi(\mathbf r,y)\nabla\Psi(\mathbf r,y')-\Psi(\mathbf r,y')\nabla\Psi(\mathbf r,y)\big|^2\ge0 .
\end{equation}
A mixed state $\sum_kp_k|\Psi_k\rangle\langle\Psi_k|$ adds $k$ to the label $y$ with the weight $p_k\ge0$. Equivalently, the one-particle density matrix is a Hermitian, nonnegative operator; its eigenfunctions, the natural spin orbitals, and its eigenvalues $f_i\ge0$ reproduce (\ref{eq:n})--(\ref{eq:tau}), and (\ref{eq:R}) holds as it stands.

\medskip\noindent\textit{Q.} A double integral over configurations tells me little. What does $R$ measure?

\medskip\noindent\textit{A.} A spread. Let $P(y|\mathbf r)=N|\Psi(\mathbf r,y)|^2/n(\mathbf r)$, which is nonnegative and integrates to one over $y$: it is the probability of the configuration $y$ given an electron at $\mathbf r$. Let $\mathbf u=\nabla_1\Psi/\Psi$ where $\Psi\ne0$. The points with $\Psi=0$ and $\nabla_1\Psi\neq0$ have zero measure by the argument used for nodes, so the following holds for almost every $\mathbf r$. Since $\Psi^*\nabla_1\Psi=|\Psi|^2\mathbf u$ and $|\nabla_1\Psi|^2=|\Psi|^2|\mathbf u|^2$, averages over $P$ give $\mathbf w=n\langle\mathbf u\rangle$ and $2\tau=n\langle|\mathbf u|^2\rangle$, and
\begin{equation}
R=\tau-\frac{|\mathbf w|^2}{2n}=\frac n2\Big(\langle|\mathbf u|^2\rangle-|\langle\mathbf u\rangle|^2\Big)
=\frac n2\big\langle|\mathbf u-\langle\mathbf u\rangle|^2\big\rangle . \label{eq:var}
\end{equation}
The imaginary part of $\mathbf u$ is the gradient of the phase, which for $\mathbf A=0$ is the local velocity of the electron at $\mathbf r$ (in a field the velocity is this gradient plus $\mathbf A$); the real part is the logarithmic slope of the amplitude. The bound keeps the mean of $\mathbf u$, and $R$ is $n/2$ times its variance. $R$ vanishes where the electron at $\mathbf r$ has the same $\mathbf u$ whatever its spin and wherever the others are.

\medskip\noindent\textit{Q.} Show me a correlated state for which all of this can be done by hand.

\medskip\noindent\textit{A.} Take two electrons on a line in a spin singlet, with the symmetric spatial function
\begin{equation}
\Psi\propto\exp\!\big[-\tfrac a2(x_1^2+x_2^2)-(c-ig)\,x_1x_2+iq(x_1+x_2)\big],\qquad |c|<a ,
\end{equation}
with real $a,c,g,q$. The spin factor does not depend on position, so it drops out of $u$, and its squared modulus sums to one. The logarithmic derivative is
\begin{equation}
u=\partial_1\ln\Psi=-ax_1-(c-ig)x_2+iq .
\end{equation}
Complete the square in the probability density:
\begin{equation}
|\Psi|^2\propto e^{-a x_1^2-ax_2^2-2cx_1x_2}
=e^{-a(x_2+cx_1/a)^2}\,e^{-bx_1^2},\qquad b=a-\frac{c^2}{a}.
\end{equation}
The condition $|c|<a$ makes $b>0$ and the state normalizable. A weight $e^{-\gamma s^2}$ has variance $1/(2\gamma)$. So, given $x_1=x$, the coordinate $x_2$ has mean $-cx/a$ and variance $1/(2a)$, and $n\propto e^{-bx^2}$ with $\int n=2$ and $\langle x^2\rangle=1/(2b)$. The mean of $u$ is
\begin{equation}
\langle u\rangle=-ax+\frac{c^2}{a}x+i\Big(q-\frac{gc}{a}x\Big)=-bx+i\Big(q-\frac{gc}ax\Big).
\end{equation}
Its real part equals $n'/(2n)=-bx$, as it must, and its imaginary part is $j_p/n$. The fluctuation is $u-\langle u\rangle=-(c-ig)(x_2-\langle x_2\rangle)$, whose mean square is $(c^2+g^2)/(2a)$. Then (\ref{eq:var}) gives
\begin{equation}
R=n\,\frac{c^2+g^2}{4a}.
\end{equation}
Integrate with $\int n=2$, $\int nx=0$ and $\int nx^2=2/(2b)=1/b$:
\begin{align}
T_W&=\tfrac12\int n\,b^2x^2\,dx=\frac b2,\\
\int\frac{j_p^2}{2n}\,dx&=\tfrac12\int n\Big(q-\frac{gc}ax\Big)^2dx=q^2+\frac{g^2c^2}{2a^2b},\\
\int R\,dx&=\frac{c^2+g^2}{2a}.
\end{align}
Choose round parameters $a=1$, $c=0.5$, $g=0.3$ in \AA$^{-2}$ and $q=0.8$ \AA$^{-1}$. Restoring units multiplies each energy by $\hbar^2/m$, which is one hartree times one bohr squared, $27.211386\times0.529177^2=7.61996$ eV\,\AA$^2$. Then $b=0.75$ \AA$^{-2}$ and
\begin{align*}
T_W&=0.375\times7.61996=2.8575\ \text{eV},\\
\textstyle\int j_p^2/2n&=(0.64+0.015)\times7.61996=4.9911\ \text{eV},\\
\textstyle\int R&=0.17\times7.61996=1.2954\ \text{eV}.
\end{align*}
The sum is $1.2\times7.61996=9.1440$ eV. The kinetic energy can be had without the decomposition: $T=\langle|u|^2\rangle$ over the full $|\Psi|^2$ (the factor $N/2$ is one), with $\langle x_1^2\rangle=\langle x_2^2\rangle=1/(2b)=2/3$ and $\langle x_1x_2\rangle=-(c/a)\langle x_1^2\rangle=-1/3$. The real part gives $\langle(ax_1+cx_2)^2\rangle=2/3-1/3+1/6=0.5$ and the imaginary part $\langle(gx_2+q)^2\rangle=0.06+0.64=0.7$, again $1.2$ \AA$^{-2}$. The natural orbitals follow from a singular-value decomposition of $\Psi$ tabulated on a uniform grid: the occupations of the spatial natural orbitals are twice the squared singular values, and the two largest are $1.8136$ and $0.1690$ out of a total of $2$. More than one spatial function is occupied, which is what (\ref{eq:R}) needs to be nonzero. For $c=g=0$ the function is a product, and $R=0$.

The bound now holds for determinants, ensembles and interacting states, and the amount $R$ by which $\tau$ exceeds it is known exactly. It remains to find when the bound is reached and to show that $\tau-j_p^2/(2n)$ does not depend on the gauge.

All numerical values are calculated from the stated model.
